# The Frozen-Core PAW Total Energy and Its Independent Variables: a numerical check

```python
"""PAW total energy: E = E_smooth + sum_R (E_ae_onsite - E_ps_onsite).

Under test: this sum equals the frozen-core all-electron energy when the
smooth orbital lies in the span of the pseudo partial waves in the sphere.
Symbols (Hartree atomic units): u = r * radial orbital; q = 4 pi r^2 n is
the radial electron density; D = one-centre occupation matrix; f = valence
occupation; vbar = zero potential; Z = nuclear charge.
Example: Mg atom, LDA, frozen 1s2 2s2 2p6 core, s-type valence orbital.
A two-centre Gaussian model tests the electrostatic splitting separately.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.linalg import eigh
from scipy.special import erf, eval_legendre
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 12.0

# ---- radial spectral elements with Gauss-Lobatto nodes ----
order = 14
edges = np.array([0, .15, .5, 1.0, 1.6, 2.2, 3.0, 4.2, 6.0, 9.0, 13.0, 18.0, 25.0])
n_inner = 5
rc = edges[n_inner]
inner_roots = np.sort(np.real(leg.Legendre.basis(order).deriv().roots()))
x = np.concatenate(([-1.0], inner_roots, [1.0]))
V = leg.legvander(x, order + 1)
anti = np.zeros((order + 1, order + 1))
dV = np.zeros((order + 1, order + 1))
anti[:, 0] = x + 1
for k in range(1, order + 1):
    anti[:, k] = (V[:, k + 1] - V[:, k - 1]) / (2 * k + 1)
    dV[:, k] = leg.legval(x, leg.legder(np.eye(order + 1)[k]))
Vinv = np.linalg.inv(V[:, :order + 1])
C_ref, D_ref = anti @ Vinv, dV @ Vinv

n_el = len(edges) - 1
N = n_el * order + 1
r = np.zeros(N)
C = np.zeros((N, N))        # cumulative integral from 0 to each node
K = np.zeros((N, N))        # kinetic matrix, (1/2) int u' u' dr
K_in = np.zeros((N, N))     # the same restricted to the sphere
for e in range(n_el):
    h = edges[e + 1] - edges[e]
    a = e * order
    sl = slice(a, a + order + 1)
    r[sl] = edges[e] + h * (x + 1) / 2
    for k in range(1, order + 1):
        C[a + k] = C[a]
        C[a + k, sl] += h / 2 * C_ref[k]
    block = D_ref.T @ np.diag(C_ref[-1]) @ D_ref / h
    K[sl, sl] += block
    if e < n_inner:
        K_in[sl, sl] += block
edge = n_inner * order
w, w_in = C[-1].copy(), C[edge].copy()   # weights: all space, sphere
rs = r.copy()
rs[0] = r[1]                             # r=0 never carries weight


def lda(q):
    """xc energy per electron and xc potential."""
    out = libxc.eval_xc("lda,vwn", np.abs(q) / (4 * np.pi * rs**2))
    return out[0], out[1][0]


def coulomb(q, weight):
    """Electrostatic self-energy of a spherical charge."""
    return weight @ (q / rs * (C @ q))


def hartree_potential(q):
    return (C @ q) / rs + w @ (q / rs) - C @ (q / rs)


def solve(v, l, count):
    i = slice(1, N - 1)
    s = np.sqrt(w[i])
    H = K[i, i] + np.diag(w[i] * (v[i] + l * (l + 1) / (2 * r[i]**2)))
    val, vec = eigh(H / np.outer(s, s), subset_by_index=[0, count - 1])
    u = np.zeros((N, count))
    u[i] = vec / s[:, None]
    return val, u


# ---- all-electron reference atom ----
v = -(1 + (Z - 1) * np.exp(-1.5 * r)) / rs
for iteration in range(300):
    eps_s, us = solve(v, 0, 3)
    eps_p, up = solve(v, 1, 1)
    qc = 2 * us[:, 0]**2 + 2 * us[:, 1]**2 + 6 * up[:, 0]**2
    q_ref = qc + 2 * us[:, 2]**2
    exc_ref, vxc_ref = lda(q_ref)
    v_new = -Z / rs + hartree_potential(q_ref) + vxc_ref
    change = w @ (q_ref * np.abs(v_new - v))
    if change < 3e-8:
        break
    v = v + 0.4 * (v_new - v)
assert change < 3e-8

T_core = (2 * us[:, 0] @ K @ us[:, 0] + 2 * us[:, 1] @ K @ us[:, 1]
          + 6 * (up[:, 0] @ K @ up[:, 0] + w @ (up[:, 0]**2 / rs**2)))


def all_electron(u, f):
    """Frozen-core energy from its definition, over all space."""
    q = f * u**2 + qc
    return (T_core + f * u @ K @ u + coulomb(q, w) - Z * w @ (q / rs)
            + w @ (q * lda(q)[0]))


E_ae = all_electron(us[:, 2], 2)
band = 2 * eps_s.sum() + 6 * eps_p[0]
E_band = band - coulomb(q_ref, w) + w @ (q_ref * (exc_ref - vxc_ref))
T_all = T_core + 2 * us[:, 2] @ K @ us[:, 2]
virial = (2 * T_all + coulomb(q_ref, w) - Z * w @ (q_ref / rs)
          + 3 * w @ (q_ref * (vxc_ref - exc_ref)))
assert abs(E_ae - E_band) < 1e-6
assert abs(virial) < 1e-5

# ---- partial waves: the 3s state and an unbound solution ----
last = slice(edge - order, edge + 1)
D_last = D_ref * 2 / (edges[n_inner] - edges[n_inner - 1])


def slope(u):
    return (D_last @ u[last])[-1]


eps = np.array([eps_s[2], 0.25])
phi = np.zeros((2, N))
phi[0] = us[:, 2] * np.sign(us[edge, 2])
A = K_in + np.diag(w_in * (v - eps[1]))
phi[1, edge] = 1.0
phi[1, 1:edge] = np.linalg.solve(A[1:edge, 1:edge], -A[1:edge, edge])
t = r[edge:] - rc
phi[1, edge:] = (1 + (slope(phi[1]) + 1) * t) * np.exp(-t)
phi[1] /= np.sqrt(w @ phi[1]**2)

# core overlap inside the sphere is a surface (Wronskian) term
core2s = us[:, 1]
overlap = w_in @ (phi[1] * core2s)
surface = (phi[1, edge] * slope(core2s) - core2s[edge] * slope(phi[1])) / 2
assert abs(overlap - surface / (eps[1] - eps_s[1])) < 1e-6


def pseudize(g, powers):
    """Polynomial inside the sphere with matched derivatives at rc."""
    powers = np.array(powers)
    basis, target = (r[last][:, None] / rc)**powers, g[last]
    mat, rhs = [], []
    for _ in powers:
        mat.append(basis[-1])
        rhs.append(target[-1])
        basis, target = D_last @ basis, D_last @ target
    coef = np.linalg.solve(np.array(mat), np.array(rhs))
    out = g.copy()
    out[:edge + 1] = (r[:edge + 1, None] / rc)**powers @ coef
    second = (r[:, None] / rc)**np.maximum(powers - 2, 0)
    return out, second @ (coef * powers * (powers - 1)) / rc**2


pairs = [pseudize(g, [1, 3, 5, 7]) for g in phi]
phit = np.array([g[0] for g in pairs])
phit2 = np.array([g[1] for g in pairs])
qct = 4 * np.pi * r**2 * pseudize(qc / (4 * np.pi * rs**2), [0, 2, 4])[0]
v_smooth = pseudize(v, [0, 2, 4])[0]
shape = np.where(r <= rc, r**2 * (1 - (r / rc)**2)**3, 0.0)
shape /= w_in @ shape

chi = eps[:, None] * phit + phit2 / 2 - v_smooth * phit
B = (phit * w_in) @ chi.T
proj = np.linalg.inv(B).T @ chi
assert np.allclose((proj * w_in) @ phit.T, np.eye(2), atol=1e-8)
dO = (phi * w_in) @ phi.T - (phit * w_in) @ phit.T

# gradient form and Laplacian form of the kinetic difference agree
dT_weak = phi @ K_in @ phi.T - phit @ K_in @ phit.T
dT_strong = ((phi * w_in) @ ((eps[:, None] - v) * phi).T
             + (phit * w_in) @ phit2.T / 2)
assert np.allclose(dT_weak, dT_strong, atol=1e-6)

# zero potential: what the chosen smooth potential lacks
qt_ref = 2 * phit[0]**2 + qct
Q_ref = w_in @ (2 * phi[0]**2 + qc - qt_ref) - Z
vbar = v_smooth - hartree_potential(qt_ref + Q_ref * shape) - lda(qt_ref)[1]
vbar[r > rc] = 0.0


def coefficients(ut):
    return proj @ (w_in * ut)


def normalized(ut):
    c = coefficients(ut)
    return ut / np.sqrt(w @ ut**2 + c @ dO @ c)


def rebuild(ut):
    return ut + coefficients(ut) @ (phi - phit)


def paw_terms(ut, f, D=None):
    """Rows: smooth, all-electron on-site, pseudo on-site.
    Columns: valence kinetic, core kinetic, electrostatic, vbar, xc."""
    if D is None:
        c = coefficients(ut)
        D = f * np.outer(c, c)
    qt = f * ut**2 + qct
    q1 = np.einsum("ij,ir,jr->r", D, phi, phi) + qc
    qt1 = np.einsum("ij,ir,jr->r", D, phit, phit) + qct
    comp = (w_in @ (q1 - qt1) - Z) * shape
    return np.array([
        [f * ut @ K @ ut, 0, coulomb(qt + comp, w),
         w_in @ (qt * vbar), w @ (qt * lda(qt)[0])],
        [np.sum(D * (phi @ K_in @ phi.T)), T_core,
         coulomb(q1, w_in) - Z * w_in @ (q1 / rs), 0,
         w_in @ (q1 * lda(q1)[0])],
        [np.sum(D * (phit @ K_in @ phit.T)), 0, coulomb(qt1 + comp, w_in),
         w_in @ (qt1 * vbar), w_in @ (qt1 * lda(qt1)[0])]])


def paw_energy(ut, f, D=None):
    s = paw_terms(ut, f, D).sum(axis=1)
    return s[0] + s[1] - s[2]


# ---- identity for states inside the span ----
trials = []
for f, c1, c2 in [(2, 1.0, 0.0), (2, 1.0, 0.3), (1, 0.8, -0.4)]:
    ut = normalized(c1 * phit[0] + c2 * phit[1])
    u = rebuild(ut)
    assert abs(w @ u**2 - 1) < 1e-8
    trials.append((f, c1, c2, paw_energy(ut, f), all_electron(u, f)))
    assert abs(trials[-1][3] - trials[-1][4]) < 1e-7
terms = paw_terms(phit[0], 2)
assert abs(terms[0, 3] - terms[2, 3]) < 1e-8

# ---- D follows the smooth orbital; it is not an independent variable ----
c0 = coefficients(phit[0])
D0 = 2 * np.outer(c0, c0)
eta = r * np.exp(-r**2 / 4)
step = 3e-4
plus, minus = normalized(phit[0] + step * eta), normalized(phit[0] - step * eta)
slope_slaved = (paw_energy(plus, 2) - paw_energy(minus, 2)) / (2 * step)
slope_fixed = (paw_energy(plus, 2, D0) - paw_energy(minus, 2, D0)) / (2 * step)
assert abs(slope_slaved) < 1e-5
assert abs(slope_fixed) > 1e-3

# ---- truncation error for a disturbance outside the span ----
bump = r * np.exp(-r**2)


def truncation(amplitude):
    ut = normalized(phit[0] + amplitude * bump)
    u = rebuild(ut)
    tt = paw_terms(ut, 2)
    error = paw_energy(ut, 2) - all_electron(u / np.sqrt(w @ u**2), 2)
    return error, tt[0, 3] - tt[2, 3]


err0, err1, err2 = (truncation(s)[0] for s in (0.0, 0.002, 0.004))
ratio = (err2 - err0) / (err1 - err0)
assert abs(ratio - 4) < 0.6
err_big, vbar_big = truncation(0.05)
assert abs(vbar_big) > 1e-7


# ---- two-centre electrostatics with all multipoles ----
def gaussian_energy(gs):
    """Exact energy of Gaussian charges (charge, z, exponent)."""
    q, z, a = np.array(gs).T
    mu = np.sqrt(np.outer(a, a) / (a[:, None] + a))
    d = np.abs(z[:, None] - z)
    near = d < 1e-12
    safe = np.where(near, 1.0, d)
    kernel = np.where(near, 2 * mu / np.sqrt(np.pi), erf(mu * safe) / safe)
    return q @ kernel @ q / 2


def sphere_energy(gs, centre, l_max=10):
    """Self-energy of the charge inside one sphere, by multipoles."""
    xs, wx = leg.leggauss(40)
    z = centre + r[:, None] * xs
    s2 = r[:, None]**2 * (1 - xs**2)
    rho = sum(q * (a / np.pi)**1.5 * np.exp(-a * (s2 + (z - z0)**2))
              for q, z0, a in gs)
    total = 0.0
    for l in range(l_max + 1):
        rho_l = (2 * l + 1) / 2 * rho @ (wx * eval_legendre(l, xs))
        inside = C @ (rho_l * r**(l + 2.0))
        total += ((4 * np.pi / (2 * l + 1))**2
                  * w_in @ (rho_l * rs**(1.0 - l) * inside))
    return total


background = [(1.0, 0.0, 0.6), (0.5, 1.0, 0.9)]
sites = [(2.3, 1), (-2.3, -1)]
local = [(-1.0, 0.15), (0.7, -0.2)]
narrow = [(q, R + s * d, 30.0) for R, s in sites for q, d in local]
wide = [(q, R + s * d, 8.0) for R, s in sites for q, d in local]
monopole = [(sum(q for q, d in local), R, 8.0) for R, s in sites]
U_exact = gaussian_energy(background + narrow)


def split_energy(compensation):
    return gaussian_energy(background + compensation) + sum(
        sphere_energy(background + narrow, R)
        - sphere_energy(background + compensation, R) for R, s in sites)


U_split, U_mono = split_energy(wide), split_energy(monopole)
assert abs(U_split - U_exact) < 1e-6
assert abs(U_mono - U_exact) > 1e-3

# ---- output ----
print("Mg atom, LDA (Slater + VWN), energies in Ha unless stated")
print(f"nuclear charge {Z:.0f}; sphere radius {rc:.2f} bohr")
print(f"partial-wave energies: {eps[0]:.6f}, {eps[1]:.6f}")
print(f"core electrons outside sphere: {w @ qc - w_in @ qc:.6f}")
print(f"overlap of 2nd partial wave with 2s in sphere: {overlap:.3e}")
print(f"same overlap from surface term: {surface / (eps[1] - eps_s[1]):.3e}")
print(f"compensation charge (electron units): {Q_ref:.6f}")
print(f"D_11: {D0[0, 0]:.6f}; D_12: {D0[0, 1]:.1e}; D_22: {D0[1, 1]:.1e}")
print(f"vbar at innermost node r = {r[1]:.4f} bohr: {vbar[1]:.6f}")
columns = ["valence kinetic", "core kinetic", "electrostatic", "zero potential", "xc"]
for name, row in zip(["E~", "E1", "E~1"], terms):
    for label, value in zip(columns, row):
        print(f"{name:3s} {label:16s} {value:16.8f}")
    print(f"{name:3s} {'sum':16s} {row.sum():16.8f}")
for label, value in zip(columns, terms[0] + terms[1] - terms[2]):
    print(f"E~ + E1 - E~1, {label:16s} {value:16.8f}")
E_paw = trials[0][3]
print(f"PAW total energy: {E_paw:.8f} Ha = {E_paw * HARTREE_EV:.4f} eV")
print(f"all-electron total energy, definition: {E_ae:.8f}")
print(f"all-electron total energy, eigenvalue sum: {E_band:.8f}")
print(f"virial residual: {virial:.1e}")
for f, c1, c2, ep, ea in trials[1:]:
    print(f"trial f={f}, mix {c1:.1f},{c2:.1f}: PAW {ep:.8f}, all-electron {ea:.8f}")
print(f"energy slope, D slaved to orbital: {slope_slaved:.1e}")
print(f"energy slope, D held fixed: {slope_fixed:.6f}")
print(f"truncation error, amplitude 0.002: {err1:.3e}")
print(f"truncation error, amplitude 0.004: {err2:.3e}; ratio {ratio:.3f}")
print(f"truncation error, amplitude 0.05: {err_big:.3e}")
print(f"net vbar term, amplitude 0.05: {vbar_big:.3e}")
print(f"two-centre model, exact energy: {U_exact:.8f}")
print(f"two-centre model, all multipoles compensated: {U_split:.8f}")
print(f"two-centre model, monopole only: {U_mono:.8f}")
print("all good")
```

Running it gives:

```
Mg atom, LDA (Slater + VWN), energies in Ha unless stated
nuclear charge 12; sphere radius 2.20 bohr
partial-wave energies: -0.175427, 0.250000
core electrons outside sphere: 0.021791
overlap of 2nd partial wave with 2s in sphere: 1.249e-02
same overlap from surface term: 1.249e-02
compensation charge (electron units): -2.407014
D_11: 2.000000; D_12: -4.7e-15; D_22: 1.1e-29
vbar at innermost node r = 0.0026 bohr: 0.573756
E~  valence kinetic        0.22512960
E~  core kinetic           0.00000000
E~  electrostatic          0.81964967
E~  zero potential         0.08512325
E~  xc                    -0.43339060
E~  sum                    0.69651191
E1  valence kinetic        1.30124655
E1  core kinetic         197.17714760
E1  electrostatic       -381.81164031
E1  zero potential         0.00000000
E1  xc                   -15.23309390
E1  sum                 -198.56634006
E~1 valence kinetic        0.16201919
E~1 core kinetic           0.00000000
E~1 electrostatic          1.23386880
E~1 zero potential         0.08512325
E~1 xc                    -0.21143308
E~1 sum                    1.26957817
E~ + E1 - E~1, valence kinetic        1.36435695
E~ + E1 - E~1, core kinetic         197.17714760
E~ + E1 - E~1, electrostatic       -382.22585945
E~ + E1 - E~1, zero potential        -0.00000000
E~ + E1 - E~1, xc                   -15.45505142
PAW total energy: -199.13940632 Ha = -5418.8593 eV
all-electron total energy, definition: -199.13940632
all-electron total energy, eigenvalue sum: -199.13940634
virial residual: 7.0e-09
trial f=2, mix 1.0,0.3: PAW -199.12288792, all-electron -199.12288792
trial f=1, mix 0.8,-0.4: PAW -198.71090794, all-electron -198.71090794
energy slope, D slaved to orbital: -7.2e-08
energy slope, D held fixed: -0.830982
truncation error, amplitude 0.002: 8.618e-07
truncation error, amplitude 0.004: 3.447e-06; ratio 3.999
truncation error, amplitude 0.05: 5.363e-04
net vbar term, amplitude 0.05: -3.559e-05
two-centre model, exact energy: 3.20671142
two-centre model, all multipoles compensated: 3.20671142
two-centre model, monopole only: 3.15530826
all good
```
